\section*{Strain-Induced Magnetization of a Two-Sublattice d-Wave Altermagnet}

\section{What goes wrong without a formula}

The d-wave altermagnet treated here has spin-split bands but no net moment: a quarter turn of the crystal exchanges its two opposite-spin sublattices. Anisotropic in-plane strain removes the quarter turn, and it is tempting to conclude that a magnetization must appear. A device designed on that sentence alone can give nothing: the strain may have the wrong orientation, the film may be undoped, or domains may cancel. We need to know which strain works, which electrons carry the moment, and how large it is.

I take collinear order without spin-orbit coupling, so $N_\uparrow$ and $N_\downarrow$, the electron numbers per cell, are separately conserved. ``Up'' means magnetic moment up, and $g=2$, so the moment per cell is
\begin{equation}
m=M/\mu_B=N_\uparrow-N_\downarrow .
\end{equation}
The strain is $\epsilon_{xx}=-\epsilon_{yy}=e$. Wave vectors are in units of the inverse cell edge $1/a$.

\section{Simplest case: two valleys}

Let $x$ added electrons per cell occupy two parabolic valleys, spin up at $X=(\pi,0)$ and spin down at $Y=(0,\pi)$. Strain moves their edges oppositely, by $+\Xi e$ and $-\Xi e$. Measured from the unstrained edge,
\begin{equation}
E_\uparrow=\alpha_xq_x^2+\alpha_yq_y^2+\Xi e ,
\end{equation}
and the down valley has $q_x,q_y$ exchanged and $e$ reversed. The ellipse below energy $E$ has area $\pi E/\sqrt{\alpha_x\alpha_y}$. Dividing by $(2\pi)^2$ and differentiating gives the density of states per spin and cell,
\begin{equation}
D_v=\frac{1}{4\pi\sqrt{\alpha_x\alpha_y}} .
\end{equation}

At zero temperature, with both valleys occupied,
\begin{equation}
N_{\uparrow,\downarrow}^{\rm val}=D_v(\mu\mp\Xi e),\qquad
x=2D_v\mu,\qquad m=-2D_v\Xi e .
\end{equation}
The chemical potential $\mu$ does not move, because one valley gains what the other loses. This stops when one valley empties, at $|\Xi e|=\mu$:
\begin{equation}
|e_{\rm dep}|=\frac{x}{2D_v|\Xi|},\qquad |m|=x\ \text{beyond it}.
\label{dep}
\end{equation}

At temperature $T$, integrating the constant density of states with the Fermi function gives, at $e=0$,
\begin{equation}
\frac{x}{2}=D_vkT\ln(1+e^{\mu/kT})
\quad\Rightarrow\quad 1+e^{\mu/kT}=e^{x/(2D_vkT)} .
\end{equation}
Raising an edge at fixed $\mu$ changes its population at the rate $-D_vf_0$, where $f_0$ is the occupation at the edge:
\begin{equation}
f_0=\frac{e^{\mu/kT}}{1+e^{\mu/kT}}=1-e^{-x/(2D_vkT)} .
\end{equation}
The two valleys contribute equally to $m$, so
\begin{equation}
\frac{dm}{de}=-2\Xi D_v\left[1-e^{-x/(2D_vkT)}\right].
\label{valley}
\end{equation}
For many carriers the bracket tends to one and the slope is set by $D_v$. For few carriers it tends to $x/(2D_vkT)$, and the slope $-\Xi x/kT$ no longer contains the mass. With $x=0$ it vanishes.

\section{A lattice model}

Place A at $(a/2,0)$ and B at $(0,a/2)$. A carries the up moment. Same-sublattice hopping on A is $t_a$ along $x$ and $t_b$ along $y$; on B the two are exchanged. The A--B hopping $t$ runs along the diagonals. Each hopping is multiplied by $1-\beta$ times its bond strain. To first order $e$ leaves the diagonal bonds unchanged. It also makes the two site environments unequal, which gives site energies $\pm\lambda e$. In mean field, the repulsion $U$ acts on spin $s$ through the opposite-spin density $n_{a,-s}$:
\begin{align}
H^s_{AA}&=-2t_a(1-\beta e)\cos k_x-2t_b(1+\beta e)\cos k_y+\lambda e+Un_{A,-s},\\
H^s_{BB}&=-2t_b(1-\beta e)\cos k_x-2t_a(1+\beta e)\cos k_y-\lambda e+Un_{B,-s},\\
H^s_{AB}&=-4t\cos(k_x/2)\cos(k_y/2).
\end{align}
The filling is $2+x$. The two lower bands hold one electron of each spin, and $x$ goes into the upper bands.

\subsection{Which symmetry must be lost?}

Exchange $k_x$ with $k_y$, A with B, up with down, and reverse $e$. The hopping and site terms of $H_{AA}$ then become those of $H_{BB}$. The mean fields follow suit on the solution that connects continuously to the unstrained state, so
\begin{equation}
E_\uparrow(k_x,k_y;e)=E_\downarrow(k_y,k_x;-e),\qquad
n_{A\uparrow}(e)=n_{B\downarrow}(-e),\quad n_{B\uparrow}(e)=n_{A\downarrow}(-e).
\label{sym}
\end{equation}
Hence $m(-e)=-m(e)$. The total number is the same for $e$ and $-e$ at the same $\mu$, so $\mu$ is even in $e$ and has no linear term.

Now apply a shear $\epsilon_{xy}=w$ instead. The diagonal bonds stretch by $\pm w$, and
\begin{equation}
H_{AB}=-2t(1-\beta w)\cos\frac{k_x+k_y}{2}-2t(1+\beta w)\cos\frac{k_x-k_y}{2}.
\end{equation}
The quarter turn $(k_x,k_y)\to(-k_y,k_x)$ exchanges the two cosines but not their prefactors, so the rotation is lost. The diagonal mirror $k_x\leftrightarrow k_y$ leaves $H_{AB}$ unchanged, still exchanges A with B, and with spin reversal forces $N_\uparrow=N_\downarrow$. Losing the rotation is therefore insufficient: every operation that exchanges the opposite-spin sublattices must be lost. In the example below, a $1\%$ shear produces a rotation mismatch of $3.5$ meV at the wave vector tested, while the moment is zero to rounding error.

Reversing the Néel vector exchanges the spin labels and changes the sign of $m$. If a fraction $p$ of a film is in one domain type and $1-p$ in the other, the mean moment is multiplied by $2p-1$. Equal domains cancel.

\section{Linear response beyond parabolic valleys}

Consider up electrons at fixed $\mu$. Their density matrix $f(H)$ commutes with $H$. For a small change $\delta H$, the first-order part of $[f(H),H]=0$, taken between bands $n$ and $m$, is
\begin{equation}
(\delta f)_{nm}(E_m-E_n)+(f_n-f_m)\,\delta H_{nm}=0 ,
\end{equation}
so that
\begin{equation}
(\delta f)_{nm}=F_{nm}\,\delta H_{nm},\qquad
F_{nm}=\frac{f_n-f_m}{E_n-E_m},\quad F_{nn}=f'(E_n).
\end{equation}
The diagonal entry comes from the first-order energy shift. With real eigenvectors $u_{an}$ and $\langle\cdot\rangle_k$ the average over the Brillouin zone,
\begin{equation}
\delta n_a=\Big\langle\sum_{nm}F_{nm}u_{an}u_{am}\,\delta H_{nm}\Big\rangle_k .
\label{dens}
\end{equation}

The perturbation has two parts: the explicit strain term $e\,\partial_eH$ and the changed mean fields $v_A,v_B$. A field $v_b$ contributes $u_{bn}u_{bm}v_b$ to $\delta H_{nm}$. Thus
\begin{align}
\delta n_a&=b_ae+\sum_b\chi_{ab}v_b,\\
b_a&=\Big\langle\sum_{nm}F_{nm}u_{an}u_{am}(\partial_eH)_{nm}\Big\rangle_k,\\
\chi_{ab}&=\Big\langle\sum_{nm}F_{nm}u_{an}u_{am}u_{bn}u_{bm}\Big\rangle_k .
\end{align}

The fields come from down electrons, which (\ref{sym}) relates to up electrons: $\delta n_{A\downarrow}=-\delta n_{B\uparrow}$ and $\delta n_{B\downarrow}=-\delta n_{A\uparrow}$. Writing $\delta n_a$ for the up densities,
\begin{equation}
v_A=-U\delta n_B,\qquad v_B=-U\delta n_A,\qquad\text{or}\quad v=-U\tau_x\delta n ,
\end{equation}
where $\tau_x$ exchanges A and B. Inserting this and collecting $\delta n$ on the left,
\begin{equation}
(1+U\chi\tau_x)\,\delta n=b\,e,\qquad m=2(\delta n_A+\delta n_B).
\label{rpa}
\end{equation}
The factor 2 arises because the down total changes by the opposite amount. If the matrix on the left becomes singular, the unstrained state is at an instability and the linear law fails.

\subsection{The moment comes from the Fermi level}

Add the two components of (\ref{dens}). Orthogonality, $\sum_au_{an}u_{am}=\delta_{nm}$, removes every interband term:
\begin{equation}
\delta n_A+\delta n_B=\Big\langle\sum_nf'(E_n)\,\delta H_{nn}\Big\rangle_k .
\end{equation}
Define the thermally smeared density of states $D=\langle\sum_n(-f')\rangle_k$, and let $\langle\Xi\rangle$ be the average of $\delta H_{nn}/e$ with weight $-f'$. Then
\begin{equation}
\boxed{\,m=-2D\langle\Xi\rangle e\,}
\label{main}
\end{equation}
to first order in strain, within mean field. It has the form of the two-valley result, with the feedback inside $\langle\Xi\rangle$.

\subsection{Limit: no carriers}

In a gapped state at $T=0$, $f'$ vanishes at every level, so $D=0$ and $m=0$ even with feedback. Finite strain gives the same answer: as long as the gap stays open, each spin fills one whole band and $N_\uparrow=N_\downarrow=1$. The sublattices do become unequal. For the example parameters with $x=0$ and $e=1\%$, B holds $0.0047$ more electrons than A, yet $m$ is zero to rounding error. Spin-orbit coupling that flips spins would remove the separate conservation of $N_\uparrow$ and $N_\downarrow$, and with it this argument.

\section{Recovering the valleys}

Put $k_x=\pi+q_x$, $k_y=q_y$ for up electrons. At $X$ itself $H_{AB}=0$, so the upper state sits wholly on B. Its energy is $2t_b(1-\beta e)-2t_a(1+\beta e)-\lambda e$ plus the mean field, and its shift per unit strain is
\begin{equation}
\Xi_X=-\lambda-2\beta(t_a+t_b)+v_B/e .
\end{equation}
Near $X$, the B energy varies as $-t_bq_x^2+t_aq_y^2$, while $|H_{AB}|\simeq2t|q_x|$. Second-order repulsion from the A level raises the upper band by $4t^2q_x^2/G$, where $G=H_{BB}-H_{AA}$ at $X$:
\begin{equation}
G=4(t_b-t_a)+U(n_{B\downarrow}-n_{A\downarrow}),\qquad
\alpha_x=-t_b+\frac{4t^2}{G},\qquad \alpha_y=t_a .
\end{equation}

\section{Worked example}

Take $t=0.25$, $t_a=0.10$, $t_b=-0.06$, $U=2.5$ and $\lambda=2.0$ eV, with $\beta=4$, $x=0.06$ and $T=100$ K. The cell edge is $0.4$ nm and the layer spacing $0.7$ nm. The self-consistent sublattice moment is $0.891\,\mu_B$. Hence
\begin{align}
G&=4(-0.16)+2.5(0.891)=1.59\ \text{eV},\\
\alpha_x&=0.06+0.25/1.59=0.217\ \text{eV},\qquad \alpha_y=0.100\ \text{eV},\\
D_v&=\frac{1}{4\pi\sqrt{0.217\times0.100}}=0.540\ \text{eV}^{-1}.
\end{align}

Without feedback the edge shift is $-2.0-8(0.04)=-2.32$ eV per unit strain; with feedback it is $-2.24$ eV. The difference is $v_B/e=+0.08$ eV, so $\delta n_A/e=-0.08/2.5=-0.03$: up electrons leave A under positive strain, and down electrons therefore accumulate on B and repel the up carriers there. The feedback reduces the moment slope by about $2\%$, from $2.65$ to $2.59$. Repulsion also acts through the unstrained state, where it sets $G$ and hence the mass.

The full averages are $D=0.6015$ eV$^{-1}$ and $\langle\Xi\rangle=-2.157$ eV, so (\ref{main}) gives
\begin{equation}
\frac{dm}{de}=2(0.6015)(2.157)=2.59 .
\end{equation}
Solving the self-consistent problem at small finite strains of both signs gives the same slope. The valley law (\ref{valley}) gives $2.42$, which is $7\%$ below the full result. The full $D$ exceeds $D_v$ by $11\%$, while $|\langle\Xi\rangle|$ is $4\%$ below the edge value, and these errors partly cancel. At $x=0.01$, where carriers stay closer to the edge, the full and valley slopes are $1.540$ and $1.535$.

At $e=1\%$ the linear estimate is $0.0259\,\mu_B$ per cell and the finite-strain solution gives $0.0258\,\mu_B$. The added carriers divide into $0.0429$ up and $0.0171$ down; their difference is the moment. In engineering units,
\begin{equation}
M=\frac{0.0258\times9.27\times10^{-24}\ \text{J/T}}{(0.4)^2(0.7)\times10^{-27}\ \text{m}^3}
=2.1\ \text{kA/m}.
\end{equation}
This corresponds to $\mu_0M=2.7$ mT. The conversion assumes that every layer has the same sign of the Néel vector; if adjacent layers alternate, their moments cancel like equal domains. The field outside a film depends on its shape and is not this number.

Equation (\ref{dep}) puts depletion at $0.06/[2(0.540)(2.24)]=2.5\%$; the lattice bands at zero temperature give $2.3\%$. At $2\%$ strain the moment is $0.0496\,\mu_B$, already below the linear value $0.0519\,\mu_B$. At $5\%$ it is $0.0600\,\mu_B=x\mu_B$: one valley is empty and further strain has no carriers to transfer.

\section{How far to trust the number}

The cell size and the hopping scale are roughly those of doped layered vanadium oxychalcogenides, but the parameters are not fitted to a compound. The site strain energy $\lambda$ is simply assumed, and it supplies most of the moment. With the other parameters fixed, the slope is $2.59$ at $\lambda=2$ eV, $1.42$ at $1$ eV, $0.25$ at zero and $-0.93$ at $-1$ eV. For a real compound, neither the size nor the sign of the moment is known until the shifts of its band edges under strain have been calculated or measured. The carrier density, $3.8\times10^{13}$ cm$^{-2}$, is high for gating through a solid dielectric. With a rough shear modulus of $50$ GPa, the $1\%$ strain needs $\sigma_{xx}=-\sigma_{yy}=2(50)(0.01)=1$ GPa, a large stress for a device; at $0.1\%$ the linear moment is $0.0026\,\mu_B$. A real film may also contain both domain types. A $75{:}25$ mixture halves the moment, since $2p-1=0.5$.

The largest neglected effect sized here is spin fluctuation. Linear spin-wave theory for one spin-half layer, with an assumed magnon gap of $3$ meV, removes $54\%$ of the sublattice moment at $100$ K and $93\%$ at $300$ K. About $46\%$ is already lost at zero temperature. The totals depend on the assumed gap: at $100$ K the loss is $62\%$ for $1$ meV and $46\%$ for $10$ meV, and at $300$ K it is still $68\%$ for $10$ meV. Such losses are too large for that theory to be quantitative. They show that the mean-field slope of $2.23$ at $300$ K should not be used as a room-temperature prediction for this model. Vanadium ions can carry larger local moments, for which the relative zero-point loss is smaller.

As a rough test of sensitivity at $100$ K, reduce the staggered mean field by the same $54\%$ and keep $x$ fixed. The slope falls from $2.59$ to $1.28$. Two changes share the loss about equally: $D$ falls from $0.60$ to $0.41$ eV$^{-1}$, and $|\langle\Xi\rangle|$ from $2.16$ to $1.55$ eV. The fall in $D$ reflects a lighter mass: $G$ drops to $2.23(0.456)-0.64=0.38$ eV, so $\alpha_x$ at the valley bottom rises to about $0.72$ eV. The parabolic value $D_v\simeq0.30$ eV$^{-1}$ is now well below $D$, because with so small a $G$ the band soon departs from a parabola. This one change alters the moment by a factor of about two, so the three-digit values above describe the mean-field model, not a material.

Two other estimates are small here. Strain also unbalances the two magnon branches, which can give a moment at finite temperature even without carriers; its estimated slope is $0.0013$ at $100$ K, against $2.59$ from carriers. The upper up and down states at $X$ sit on different sublattices, $0.64$ eV apart. An assumed spin-orbit coupling of $20$ meV between the sublattices therefore mixes the spins of carriers near $X$ with probability of order $(0.02/0.64)^2\simeq10^{-3}$. Any canting of the sublattice moments by spin-orbit coupling is not estimated.

\section*{Table of computed values}
\begin{verbatim}
Hoppings t, ta, tb: 0.25, 0.1, -0.06 eV
Repulsion U, site strain energy lambda: 2.5, 2.0 eV
Hopping exponent beta: 4.0
Added electrons x: 0.06 per cell; temperature: 100.0 K
Thermal energy kT: 8.617 meV
Cell edge, layer spacing: 0.4, 0.7 nm
Sheet carrier density: 3.750e+13 cm^-2
Up density on A, B at e=0: 0.96072, 0.06928
Sublattice moment at e=0: 0.8914 muB
Upper-band spin splitting at X: 0.6400 eV
B-A energy difference G at X, up: 1.5886 eV
Curvatures alpha_x, alpha_y: 0.2174, 0.1000 eV
Same by finite differences: 0.2174, 0.1000 eV
Valley density of states D_v: 0.5397 per eV per cell
Full density of states D per spin: 0.6015 per eV per cell
Edge shift without feedback: -2.3200 eV per unit strain
Edge shift with feedback: -2.2407 eV per unit strain
Edge shift, finite strain: -2.2407 eV per unit strain
Mean shift <Xi> with feedback: -2.1569 eV per unit strain
Moment slope without feedback: 2.6459 muB per unit strain
Moment slope with feedback: 2.5946 muB per unit strain
Moment slope, finite strain: 2.5946 muB per unit strain
Moment slope, valley law: 2.4150 muB per unit strain
At x=0.01: full, valley slope: 1.5401, 1.5345 muB
Valley depletion strain: 2.481 %
Moment at strain 0.5 %: 0.012963 muB per cell
Moment at strain 1.0 %: 0.025843 muB per cell
Moment at strain 2.0 %: 0.049618 muB per cell
Moment at strain 5.0 %: 0.060000 muB per cell
Linear estimate at 1 %: 0.025946 muB per cell
Moment at strain -1 %: -0.025843 muB per cell
Up, down carriers at 1 %: 0.042921, 0.017079 per cell
Magnetization at 1 %: 2.1399 kA/m
mu0 times magnetization at 1 %: 2.6891 mT
Shear modulus (rough): 50.0 GPa
Stress sigma_xx = -sigma_yy at 1 %: 1.00 GPa
Moment under 1 % shear eps_xy: 6.2e-15 muB per cell
Rotation mismatch under that shear: 3.518 meV
Insulator at 1 %: moment 1.1e-15 muB per cell
Insulator at 1 %: charge B minus A 0.00466 electrons
Moment slope at 300 K, mean field: 2.2264 muB per unit strain
Assumed magnon gap: 3.0 meV
Spin-wave moment loss at 100, 300 K: 54.4, 93.4 %
Slope with field cut by 100 K loss: 1.2789 muB per unit strain
Magnon moment slope at 100 K: 0.00126 muB per unit strain
Assumed spin-orbit coupling: 20.0 meV
Spin-orbit mixing probability at X: 9.77e-04
\end{verbatim}
